\section*{The Kinchin-Pease Displacement Count for a Hard-Sphere Recoil Cascade}

\section{What is being counted}

Q: An atom in a crystal is struck and flies off with energy $E$. It hits others, they hit others, and in the end there is damage. If it costs an energy $E_d$ to knock an atom off its site, then surely the number of displaced atoms is $E/E_d$. What is left to derive?

A: First, what is meant by displaced. An atom may leave its site and another may fall into the hole. Nothing is then missing from the lattice, although an atom has moved. I count what remains at the end: the mean number $\nu(E)$ of vacancies, which equals the number of interstitials. The pair belonging to the first recoil is included.

Q: That needs rules for every collision.

A: These are the rules of the model. All atoms are identical. A moving atom collides with one resting lattice atom at a time, elastically, as one hard sphere with another. Call the projectile's energy before the collision $E$ and the energy passed on $T$, so that the projectile keeps $E-T$.
\begin{itemize}
\item The struck atom leaves its site if $T\ge E_d$, and it then carries the full energy $T$. If $T<E_d$ it stays, and $T$ becomes heat.
\item The projectile moves on if $E-T\ge E_d$. Otherwise it stops. If the struck atom has left, the projectile takes the empty site, which is a replacement. If not, it becomes an interstitial.
\end{itemize}
Nothing is lost to electrons, the crystal does not steer the atoms, and vacancies and interstitials do not recombine later. A first recoil with $E<E_d$ never leaves its site, so $\nu=0$ there.

Q: So $E_d$ is a gate and not a toll. You check that the atom has enough energy, but you do not charge for the passage.

A: Yes. That is a convention of this model. Charging for the passage would give a different count.

\section{How the energy is shared}

Q: Before you can average anything you need the distribution of $T$. Why should it be simple?

A: Let the projectile have mass $m_1$ and velocity $\mathbf v$, and the resting atom mass $m_2$. I keep the masses different for the moment, because the first recoil may be made by a foreign particle. Smooth spheres push each other along the line of centres, with unit vector $\mathbf n$. If the transferred momentum is $J\mathbf n$, the final velocities are
\begin{equation}
\mathbf v_2=\frac{J}{m_2}\mathbf n,\qquad \mathbf v_1'=\mathbf v-\frac{J}{m_1}\mathbf n .
\end{equation}
Energy conservation requires
\begin{equation}
\frac{m_1v^2}{2}=\frac{m_1v^2}{2}-J\,\mathbf v\cdot\mathbf n+\frac{J^2}{2m_1}+\frac{J^2}{2m_2}.
\end{equation}
Cancel the common term and divide by $J\neq0$:
\begin{equation}
J=\frac{2m_1m_2}{m_1+m_2}\,v\cos\alpha ,
\end{equation}
where $\alpha$ is the angle between $\mathbf v$ and $\mathbf n$. The struck atom receives $T=J^2/(2m_2)$. With $v^2=2E/m_1$ this becomes
\begin{equation}
T=\Lambda E\cos^2\alpha,\qquad \Lambda=\frac{4m_1m_2}{(m_1+m_2)^2}.
\label{eq:T}
\end{equation}
At contact the centres are a distance $D$ apart, so an impact parameter $p$ means $\sin\alpha=p/D$, and
\begin{equation}
T=\Lambda E\left(1-\frac{p^2}{D^2}\right).
\end{equation}

Q: And the distribution?

A: Given that a collision takes place, equal areas of the disc of radius $D$ are equally likely to be hit. The probability of a ring is
\begin{equation}
\frac{2\pi p\,dp}{\pi D^2}=d\!\left(\frac{p^2}{D^2}\right)=\frac{|dT|}{\Lambda E}.
\end{equation}
Every $T$ between $0$ and $\Lambda E$ is therefore equally likely. Inside the cascade the masses are equal, $\Lambda=1$, and $T$ is uniform on $[0,E]$. The diameter $D$ has dropped out. It sets how far an atom flies between collisions, but no energy is lost on the way, so the count does not depend on it.

\section{Just above the threshold}

Q: Take $E=1.9E_d$. That is nearly enough for two atoms. Do you get nearly two pairs?

A: No, one. For $E_d\le E<2E_d$ the two energies after the collision add up to less than $2E_d$, so they cannot both reach $E_d$. Three outcomes remain.

If the projectile alone moves on, the number of vacancies is unchanged. If the struck atom alone moves on, it opens a vacancy and the projectile closes it, so the number is again unchanged. If neither moves on, the projectile becomes an interstitial and the cascade ends. The vacancy left by the first recoil is the one vacancy throughout, so
\begin{equation}
\nu(E)=1,\qquad E_d\le E<2E_d ,
\label{eq:plateau}
\end{equation}
in every single history and not merely on average.

Q: Provided the history ends.

A: It ends with probability one. Neither atom moves on when $E-E_d<T<E_d$, which has probability
\begin{equation}
P_0(E)=\frac{2E_d-E}{E}.
\label{eq:stop}
\end{equation}
This is positive, and it grows as the energy of the moving atom falls. Each further collision thus has at least this chance of being the last.

\section{The integral equation}

Q: For larger $E$ the tree of collisions branches. You cannot list all the outcomes.

A: I need only the first collision. Let $E\ge2E_d$. Since $T$ and $E-T$ add up to at least $2E_d$, the larger of them is at least $E_d$, and at least one atom moves on.

If both do, there are now two vacancies and two moving atoms. Each atom acts like a first recoil with its own vacancy, and the expected final number is $\nu(T)+\nu(E-T)$. If the projectile alone moves on, the number is $\nu(E-T)$. After a replacement it is $\nu(T)$, because one vacancy and one moving atom remain. As $\nu$ vanishes below $E_d$, the sum $\nu(T)+\nu(E-T)$ covers all three cases. Averaging over the uniform $T$ gives
\begin{equation}
\nu(E)=\frac1E\int_0^E\left[\nu(T)+\nu(E-T)\right]dT .
\end{equation}
The substitution $T\to E-T$ turns the second term into the first, so
\begin{equation}
\nu(E)=\frac2E\int_0^E\nu(T)\,dT,\qquad E\ge2E_d .
\label{eq:int}
\end{equation}

Q: Why the restriction? The averaging looks just as good at $1.5E_d$.

A: Try it. With $\nu=1$ between $E_d$ and $1.5E_d$, the right side is $2(0.5)/1.5=0.667$, while the true count is $1$. What is missing is the case in which neither atom moves on. It leaves one pair, but the integrand assigns it zero. Its probability at $1.5E_d$ is $1/3$ by (\ref{eq:stop}). For any $E$ on the plateau the repaired balance is
\begin{equation}
\frac{2(E-E_d)}{E}+\frac{2E_d-E}{E}=1 .
\end{equation}
At $E=2E_d$ the extra term vanishes, and from there on (\ref{eq:int}) is complete.

\section{Solving it}

Q: Then solve it, and show me where the constant comes from.

A: The region below $E_d$ contributes nothing to the integral, and the plateau contributes $E_d$. Multiply (\ref{eq:int}) by $E$:
\begin{equation}
E\,\nu(E)=2E_d+2\int_{2E_d}^{E}\nu(T)\,dT .
\label{eq:split}
\end{equation}

Q: You are about to differentiate. Are you sure that $\nu$ is smooth enough, or even finite?

A: It is finite. Follow each final interstitial back to its last flight, which it began with at least $E_d$. These last flights belong to separate branches of the cascade, so their energies add up to no more than $E$. No history can therefore leave more than $E/E_d$ pairs. A bounded $\nu$ makes the integral in (\ref{eq:split}) continuous, hence $\nu$ is continuous for $E\ge2E_d$. The integral of a continuous function is differentiable, hence so is $\nu$. Differentiation gives
\begin{equation}
\nu+E\nu'=2\nu\quad\Rightarrow\quad E\nu'=\nu
\quad\Rightarrow\quad \frac{d}{dE}\left(\frac{\nu}{E}\right)=\frac{E\nu'-\nu}{E^2}=0 .
\end{equation}
So $\nu=CE$. At $E=2E_d$ the integral in (\ref{eq:split}) is empty, which leaves $2E_d\,\nu(2E_d)=2E_d$, or $\nu(2E_d)=1$. Hence $C=1/(2E_d)$, and the complete result is
\begin{equation}
\nu(E)=
\begin{cases}
0, & E<E_d,\\
1, & E_d\le E<2E_d,\\
E/(2E_d), & E\ge2E_d .
\end{cases}
\label{eq:KP}
\end{equation}

Q: Differentiation can lose information. Does this satisfy the equation you started from?

A: Insert it on the right of (\ref{eq:split}):
\begin{equation}
2E_d+\frac{1}{E_d}\int_{2E_d}^{E}T\,dT
=2E_d+\frac{E^2-4E_d^2}{2E_d}=\frac{E^2}{2E_d},
\end{equation}
which is $E\,\nu(E)$. The linear law holds from $2E_d$ upwards and is not merely a limit for large $E$.

\section{Where the other half went}

Q: My guess was $E/E_d$, and you have half of it. I want to know what was wrong with mine.

A: It answers another question: how many atoms leave their sites? Let $S(E)$ be the mean number that leave after the first recoil, with $S=0$ below $E_d$. For $E\ge E_d$ the first collision gives
\begin{equation}
S(E)=\frac1E\left\{\int_0^E S(E-T)\,dT+\int_{E_d}^{E}\left[1+S(T)\right]dT\right\}.
\end{equation}
The $1$ counts the struck atom itself. No case is missing on the plateau this time: if neither atom moves on, no further atom leaves, and zero is the right entry. Both integrals of $S$ equal $\int_{E_d}^E S\,dT$, so
\begin{equation}
E\,S(E)=(E-E_d)+2\int_{E_d}^{E}S(T)\,dT .
\end{equation}
Differentiate: $S+ES'=1+2S$, or $ES'=1+S$. Hence $1+S$ is proportional to $E$. Since $S(E_d)=0$,
\begin{equation}
1+S(E)=\frac{E}{E_d},\qquad E\ge E_d .
\label{eq:dep}
\end{equation}
With the first recoil included, $E/E_d$ atoms leave their sites on average. Each departure opens a vacancy and each replacement closes one. The mean number of replacements is therefore
\begin{equation}
\frac{E}{E_d}-\nu(E)=\frac{E}{2E_d},\qquad E\ge2E_d .
\end{equation}
Half of the departures are undone. If stopping projectiles never filled the empty sites, your $E/E_d$ would be the number of pairs.

Q: I would trust this more if someone simply played the game by the rules.

A: A Monte Carlo simulation does that. It first prepares a large pool of collisions, with impact points spread evenly over the disc and the energy shares computed from the final velocities. Each collision in a cascade is drawn at random from this pool, and every moving atom is followed until it stops. The means below are from 20\,000 cascades per energy, and from 4000 in the last row.
\begin{center}
\begin{tabular}{rrrr}
$E/E_d$ & pairs & pairs from (\ref{eq:KP}) & departures\\
1.50 & 1.000 & 1.000 & 1.493\\
2.50 & 1.249 & 1.250 & 2.498\\
4.00 & 2.001 & 2.000 & 4.009\\
10.00 & 5.005 & 5.000 & 9.988\\
267.40 & 133.84 & 133.70 & 267.18
\end{tabular}
\end{center}
The departures follow $E/E_d$ in all rows, including the one on the plateau.

Q: The last row is off by $0.14$ pairs.

A: The standard deviation between single cascades at that energy is $4.6$ pairs in this sample. The balance equation for the second moment gives a variance of $(4\ln\frac43-1)\nu\approx0.151\,\nu$, that is, $4.5$ pairs. For a mean over 4000 cascades the standard error is $4.6/\sqrt{4000}=0.07$, so the difference is about two standard errors. That error covers only the random draws from the pool. The pool is itself a finite sample shared by all cascades, and its slight departure from a uniform distribution can shift the mean by a similar amount. The spread itself is smaller than the $\sqrt{133.7}=11.6$ of a Poisson distribution. I suspect that the fixed total energy holds it down, but I have not derived that.

\section{A foreign projectile}

Q: In practice nobody hands me a recoil of known energy. Something hits the crystal and makes recoils of all energies.

A: If that something also acts as a hard sphere, $T$ is uniform up to $T_m=\Lambda E_1$, where $E_1$ is its energy. For $T_m\ge2E_d$ the mean number of pairs per collision is
\begin{equation}
\frac1{T_m}\int_0^{T_m}\nu(T)\,dT
=\frac1{T_m}\left[E_d+\frac{T_m^2-4E_d^2}{4E_d}\right]=\frac{T_m}{4E_d},
\end{equation}
half the count of the hardest recoil. A fast charged particle is not a hard sphere, and this average does not apply to it. The limit $T_m$ survives, however. The derivation of (\ref{eq:T}) used only the conservation laws, with $\mathbf n$ as the direction of the momentum transfer. For any elastic collision with an atom at rest, then, $T\le\Lambda E_1$, provided the projectile is much slower than light. The derivation used Newtonian energy and momentum, and a relativistic electron can exceed this limit.

\section{Protons in silicon}

Q: Give me a case with numbers.

A: Take hydrogen implanted into silicon as $40$ keV protons, with $E_d=20$ eV. Both are rough typical values. With masses of $1.0073$ u and $28.085$ u,
\begin{equation}
\Lambda=\frac{4(1.0073)(28.085)}{(29.092)^2}=0.1337 .
\end{equation}
A proton needs at least $20\ \text{eV}/0.1337=150$ eV to displace a silicon atom at all. At $40$ keV the hardest recoil and its count are
\begin{equation}
E=0.1337\times40\ \text{keV}=5348\ \text{eV},\qquad
\nu=\frac{5348}{2\times20}=133.7 .
\end{equation}
In the model about $267$ atoms leave their sites, and half of these departures end in replacements. This is the count for a head-on hit. It is neither the average over recoils nor the damage per implanted proton.

Q: And you would tell a device engineer that there are 134 vacancies?

A: No. Several assumptions fail, and some of the failures can be sized. The first is electronic loss. I take over Lindhard's energy partition in Robinson's fitted form, without deriving it. For a recoil in its own material, with atomic number $Z$ and mass number $A$, the share of energy left for atomic collisions is
\begin{align}
f&=\frac1{1+k\,g(\epsilon)},\qquad k=0.1337\,\frac{Z^{2/3}}{A^{1/2}},\\
g&=3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon,\\
\epsilon&=\frac{a}{2Z^2}\,\frac{4\pi\varepsilon_0E}{e^2},\qquad a=\frac{0.8853\,a_0}{\sqrt2\,Z^{1/3}},
\end{align}
where $a_0$ is the Bohr radius. For $Z=14$ and $E=5348$ eV this gives $\epsilon=0.130$, $k=0.147$ and $f=0.721$. About $28\%$ of the recoil energy goes to electrons. Since $g$ grows with $E$, the linear law overstates the count more and more as the recoil energy rises.

Q: Atoms are not billiard balls either.

A: Real scattering favours small transfers. A simple description is a cross-section $d\sigma\propto T^{-1-m}dT$, in which hard spheres have $m=-1$. Screened collisions in silicon are roughly described by $m=1/3$ below about $1$ keV, with $m$ rising towards $1/2$ at several keV, and slow ones by $m$ near zero. I simulated 1500 cascades for each of two values of $m$, with $E=100E_d$, the same displacement rules, and transfers below $10^{-3}E_d$ left out. Relative to the hard-sphere formula, the number of pairs is $0.707$ for $m=1/3$ and $0.826$ for $m=0.05$. The first value is good to two digits only: free of sampling noise and without the cut-off it is $0.702$.

Q: Why fewer?

A: A new pair arises only when both atoms move on, which I call a split. Compare the energy that a projectile of energy $10E_d$ loses in transfers below $E_d$ with its rate of splits. The ratio is
\begin{equation}
\frac{\int_0^{E_d}T^{-m}dT}{\int_{E_d}^{9E_d}T^{-1-m}dT}=
\begin{cases}
E_d/16, & m=-1,\\
E_d/\ln9\approx0.46E_d, & m=0 .
\end{cases}
\end{equation}
Energy left below $E_d$ with the projectile in a replacement is wasted too. Adding it gives $E_d/8$ and $0.48E_d$. Either way, soft scattering wastes more energy between splits.

Q: Put the corrections together.

A: Most simply, multiply them, with $m=0.05$ for the whole cascade:
\begin{equation}
133.7\times0.721\times0.826\approx80 .
\end{equation}
With $m=1/3$ throughout it would be about $68$. The product treats the two effects as independent, and it errs on the low side. The share $f$ counts electronic loss all the way down to rest, but what an atom loses below $2E_d$ removes no pair, and the same fit still gives $f=0.86$ at $2E_d=40$ eV. When the count is solved with Lindhard's cross-section and electronic stopping together, the electrons lower it by a factor of about $0.82$ rather than $0.72$, which raises the two estimates to about $90$ and $76$. The uncorrected formula is thus too high by a factor of roughly $1.5$ to $1.8$. These are estimates and not a refined theory.

Q: And the sharp threshold?

A: In silicon the threshold depends on the direction of the recoil, and values from about $10$ to $30$ eV are in use; calculated averages over all directions can lie higher still, near $35$ eV. With the recoil held at $5348$ eV, the formula gives $178$ pairs for $E_d=15$ eV and $107$ for $25$ eV. Over the whole range from $10$ to $30$ eV the count falls from $267$ to $89$, so this uncertainty is comparable with the other corrections taken together. Thermal energy hardly matters for the displacement itself: at $300$ K, $k_BT=0.026$ eV, about $0.13\%$ of $E_d$.

Q: So temperature can be forgotten.

A: For the collisions, not for what follows. Vacancies and self-interstitials in silicon can migrate at room temperature. Many recombine, and others form complexes with impurities or with each other. This lowers the number of isolated pairs by an amount that a collision count cannot supply. In dense parts of a cascade many atoms move at once, the picture of one resting partner fails, and disordered pockets can form. I have not sized either effect. A value of $80$ to $90$ is therefore an estimate of pairs created by collisions, not of electrically active defects in a finished device.

Q: Could I use the same formula for silicon carbide?

A: Not as it stands. Silicon and carbon have different masses, so $\Lambda<1$ for collisions between them, and they may have different thresholds. A replacement can also put an atom on the wrong kind of site. That is a defect, whereas the count derived here treats a replacement as a repair. The derivation of the factor one half assumed identical atoms, the uniform transfer law and the replacement rule. Where these do not hold, the count has to be worked out anew, even if the result may turn out to be close.
